\section*{The Hirshberg-Rizzi-Parrinello recursion for bosonic ring polymers, checked on three bosons, part 2}

The problem is to replace the $N!$-term permutation sum for $N$ identical spinless bosons by a recursion. We use Hartree atomic units, $\hbar=1$, with mass $m$, dimension $d$, inverse temperature $\beta$ and $H=K+U$, $U$ symmetric. The examples use a harmonic trap of frequency $\omega$.

With $P$ beads per particle, $\tau=\beta/P$, $T=e^{-\tau U/2}e^{-\tau K}e^{-\tau U/2}$ and $S$ the projector on symmetric states, $Z_P=\mathrm{Tr}[T^PS]=C\int dR\,W_Ne^{-\beta\bar U}$. Here $C=(mP/2\pi\beta)^{dNP/2}$, $R_l=(r_l^1,\dots,r_l^P)$ are the beads of particle $l$, $\bar U=\frac1P\sum_jU(r^j)$, and $W_N=\frac1{N!}\sum_\sigma w_\sigma$ with $w_\sigma=e^{-\beta E^\sigma}$,
\begin{equation*}
E^\sigma=\tfrac12m\omega_P^2\sum_{l=1}^N\sum_{j=1}^P|r_l^{j+1}-r_l^j|^2,\qquad r_l^{P+1}=r^1_{\sigma(l)},
\end{equation*}
and $\omega_P^2=P/\beta^2$. The ring $a_1\to\dots\to a_k\to a_1$ has spring energy $E(a_1,\dots,a_k)$, and $E_n^{(k)}=E(n-k+1,\dots,n)$. The recursion defines $B_n=e^{-\beta V^{(n)}}$ by
\begin{equation}
B_n=\frac1n\sum_{k=1}^n e^{-\beta E_n^{(k)}}B_{n-k},\qquad B_0=1,\qquad V_B=V^{(N)}.\label{rec}
\end{equation}
For three particles,
\begin{align}
B_3&=\tfrac13\big[e^{-\beta E(3)}B_2+e^{-\beta E(2,3)}B_1+e^{-\beta E(1,2,3)}\big]\nonumber\\
&=\tfrac16w_{\rm id}+\tfrac16w_{(12)}+\tfrac13w_{(23)}+\tfrac13w_{(123)},\label{B3}
\end{align}
which is not $W_3$ pointwise. Under relabelling, $(R_\pi)_l=R_{\pi(l)}$,
\begin{equation}
E^\sigma(R_\pi)=E^{\pi\sigma\pi^{-1}}(R).\label{cov}
\end{equation}
Averaging over relabellings of particles $1,\dots,N-1$ (written $\mathcal A_{S_{N-1}}$) gives the theorem
\begin{equation}
\mathcal A_{S_{N-1}}B_N=W_N .\label{thm}
\end{equation}
Hence, for $O(R)$ invariant under these relabellings,
\begin{equation}
\int\! dR\,e^{-\beta(V_B+\bar U)}\,O=\int\! dR\,W_N\,e^{-\beta\bar U}\,O .\label{int}
\end{equation}
For $N\ge3$ an $O$ that singles out particle 1 is not covered; one that singles out particle $N$ is. The average of the normalized $k$-th term of \eqref{rec} at $n=N$ is the probability that particle $N$ sits in a ring of $k$ particles.

With $p_k^{(n)}=e^{-\beta(E_n^{(k)}+V^{(n-k)})}/(nB_n)$, the gradient is
\begin{equation}
\nabla V^{(n)}=\sum_{k=1}^np_k^{(n)}\,\nabla\big(E_n^{(k)}+V^{(n-k)}\big).\label{grad}
\end{equation}
The energy estimator, averaged with weight $e^{-\beta(V_B+\bar U)}$, is
\begin{equation}
E_P=-\partial_\beta\ln Z_P=\Big\langle\frac{dNP}{2\beta}+D^{(N)}+\bar U\Big\rangle,\qquad D^{(n)}=\partial_\beta(\beta V^{(n)}).\label{est}
\end{equation}

Q. Show me numbers I can follow by hand.

A. Take round model parameters $m=1000\,m_e$, $\omega=10^{-3}\,E_h$, $\beta=2000\,E_h^{-1}$, so that $\beta\omega=2$, $T=157.9$ K and the oscillator length is 1 bohr. Apart from the grid-refinement shifts given in the next section, all values quoted appear in the numerical output below or follow from it by the arithmetic shown. Let $d=1$, $P=2$, with beads $R_1=(-1,-0.5)$, $R_2=(0,0.5)$, $R_3=(1,0.5)$ bohr. Then $m\omega_P^2=5\times10^{-4}\,E_h/\mathrm{bohr}^2$ and $\beta E$ is $0.5$ times the sum of squared link lengths in bohr$^2$. Each closed single ring has two links of length $0.5$, so $\beta E=0.25$ with weight $0.778801$, and $\beta E^{\rm id}=0.75$. The ring $(123)$ visits $-1,-0.5,0,0.5,1,0.5$ and returns to $-1$, so $\beta E=0.5(5\times0.25+2.25)=1.75$. The six weights are
\begin{align*}
w_{\rm id}=w_{(23)}&=e^{-0.75}=0.472367,\\
w_{(12)}=w_{(123)}&=e^{-1.75}=0.173774,\\
w_{(13)}=w_{(132)}&=e^{-2.75}=0.063928 .
\end{align*}
They come in pairs because the last beads of particles 2 and 3 both lie at $0.5$, so exchanging the destinations of their closing springs costs nothing. Dividing out the ring of particle 3, $B_2=(0.472367+0.173774)/(2\times0.778801)=0.414830$. Then
\begin{align*}
B_3&=\tfrac13(0.778801\times0.414830+0.472367+0.173774)=0.323070,\\
W_3&=\tfrac13(0.472367+0.173774+0.063928)=0.23669 .
\end{align*}
The ratio is $1.365$, because the recursion moves the weight of the two stretched connections onto shorter ones: dropping $(13)$ and $(132)$ removes $\frac26(0.063928)=0.02131$ from $W_3$, while doubling $(23)$ and $(123)$ adds $\frac16(0.472367+0.173774)=0.10769$. After the swap $1\leftrightarrow2$ it returns $\frac16(0.472367+0.173774)+\frac23(0.063928)=0.150309$, and the mean of $0.323070$ and $0.150309$ is $0.23669$. The probabilities are $p_k^{(3)}=0.333333,\,0.487372,\,0.179294$; the first equals $\frac13$ through the pairing of weights, which holds because the last beads of particles 2 and 3 coincide and is not a property of general configurations. The second bead of particle 3 is pulled by its first bead at $1$ and by a partner at $1$, $0$ or $-1$ for $k=1,2,3$. The mean partner position is $0.333333-0.179294=0.154039$, so \eqref{grad} gives the force $5\times10^{-4}[(1-0.5)+(0.154039-0.5)]=7.702\times10^{-5}\,E_h/\mathrm{bohr}$.

\section{Three interacting bosons}

Q. Does \eqref{int} survive a real interaction, checked against something that knows nothing of rings?

A. Keep $d=1$, $P=2$ and add to the trap $\frac12m\omega^2\sum x_l^2$ the pair repulsion $g\,e^{-r^2/2s^2}$ with $g=10^{-3}\,E_h$, $s=1$ bohr. On a grid of 11 points with spacing $0.75$ bohr, the left side of \eqref{int} is a sum over $11^6=1771561$ points. The reference builds $T$ on the same grid, projects it on the 286 symmetrized position states and diagonalizes it, so that $Z_2=\sum\lambda^2$. Relabelling maps the product grid onto itself, so the theorem applies to the grid sums, and the test demands a relative agreement of $10^{-10}$. Both give $Z_2=1.423568\times10^{-3}$. The estimator \eqref{est} gives $(1.500000-0.861977+2.932406)\times10^{-3}=3.57043\times10^{-3}\,E_h$, or $97.2$ meV, equal to minus the finite-difference $\beta$-derivative of the diagonalized $\ln Z_2$. This reference is the two-bead discretization and keeps its full Trotter error; it tests the recursion and is not the energy of the continuum problem. At $g=0$ quadrature gives $0.0668745$ and the closed form derived below $0.0668744$. With repulsion the digits quoted in this section are those of the 11-point grid: refining the spacing to $0.3$ bohr lowers $Z_2$ by $3\times10^{-9}$ and the energy by $5\times10^{-9}\,E_h$, moves the second and third parts of the estimator by about $3\times10^{-8}\,E_h$ in opposite directions, and raises the mean-square positions below by $1$ to $2\times10^{-5}$ bohr$^2$.

Q. And the labelled observables you warned of?

A. Diagonalization gives $\langle\frac13\sum_lx_l^2\rangle=0.843166$ bohr$^2$. The recursion weight gives, on the first bead, $0.918522$, $0.767811$ and $0.843166$ for $l=1,2,3$. Particle 3 is right, as \eqref{int} requires, and so is the mean of particles 1 and 2. Separately they are off by $+8.9\%$ and $-8.9\%$ relative to the reference. The source can be isolated in \eqref{B3}. By \eqref{cov} the terms id and $(12)$ are invariant under $1\leftrightarrow2$, and $(123)$ is invariant under a cyclic relabelling that carries $x_1$ to $x_2$, so these three contribute nothing to $\langle x_1^2-x_2^2\rangle$. The whole difference comes from $(23)$, where particle 1 is closed on itself and particle 2 is in a double ring. In the ideal trap the beads of a longer ring are shown below to have a smaller mean-square distance from the trap centre, which makes the difference positive. This concerns the distance from the centre, not the spread of a ring about its own centroid, which grows with ring length. With repulsion, the positive difference found here shows that in the $(23)$ term the beads of the double ring again lie closer to the centre than those of the single ring; the ideal-trap argument does not fix the size of the difference, which the repulsion enlarges. Averaging an estimator over all particles removes the problem.

\section{The ideal trap in closed form}

Q. Can the integral be done analytically, so that the approach to $P\to\infty$ is visible?

A. For $g=0$, $\bar U$ is a sum over particles, so each term of \eqref{rec} factorizes and integration gives
\begin{equation}
Z_n=\frac1n\sum_{k=1}^nz_kZ_{n-k},\label{ideal}
\end{equation}
where from here on the subscript of $Z_n$ counts particles at fixed $P$, and $z_k$ is the integral over one ring of $M=kP$ beads. Per Cartesian direction the exponent is $-\frac12x^{\rm T}Ax$ with $A=(m/\tau)(\Lambda+\tau^2\omega^2)$, where the ring matrix $\Lambda$ has eigenvalues $2-2\cos\phi_s$, $\phi_s=2\pi s/M$. The prefactor $(m/2\pi\tau)^{M/2}$ times $(2\pi)^{M/2}/\sqrt{\det A}$ leaves $\det(\Lambda+\tau^2\omega^2)^{-1/2}$. Put $2+\tau^2\omega^2=2\cosh\theta$, that is $\sinh(\theta/2)=\beta\omega/2P$. Each eigenvalue factors as $(e^\theta-e^{i\phi_s})(1-e^{-\theta}e^{-i\phi_s})$, and the products over the $M$-th roots of unity are $e^{M\theta}-1$ and $1-e^{-M\theta}$, whose product is $4\sinh^2(M\theta/2)$. Therefore
\begin{equation}
z_k=[2\sinh(kP\theta/2)]^{-d}.
\end{equation}
From $\frac12\cosh(\theta/2)\,\partial_\beta\theta=\omega/2P$,
\begin{equation}
e_k=-\partial_\beta\ln z_k=\frac{dk\omega}{2}\,\frac{\coth(kP\theta/2)}{\cosh(\theta/2)},
\end{equation}
and differentiating \eqref{ideal} gives $E_n=\sum_k\frac{z_kZ_{n-k}}{nZ_n}(e_k+E_{n-k})$, where the prefactor is the probability that a given particle sits in a ring of $k$ particles (called the ring probability below). For the mean-square distance of a bead from the trap centre in one direction, $\partial\ln z/\partial\omega^2=-\frac12\tau mM\langle x^2\rangle$ gives $\langle x^2\rangle=(\tau m)^{-1}(\partial\theta/\partial\omega^2)\coth(M\theta/2)$, which falls as $M$ grows.

Q. Is \eqref{ideal} recognizably Bose statistics?

A. The geometric series $1/(2\sinh\frac y2)=\sum_\nu e^{-y(\nu+1/2)}$ shows that $z_k=\sum_i\lambda_i^k$, where $\lambda_i$ are oscillator Boltzmann factors with $\beta\omega$ replaced by $P\theta$. Summing over Bose occupations,
\begin{equation}
\sum_nt^nZ_n=\prod_i\frac1{1-t\lambda_i}=\exp\Big(\sum_k\frac{t^kz_k}{k}\Big).
\end{equation}
Applying $t\,\partial_t$ and comparing powers of $t$ gives $nZ_n=\sum_kz_kZ_{n-k}$. For $d=3$ the tests compare \eqref{ideal} with the occupation sum and, at finite $P$, with Gaussian determinants of all six permutations. At $P=16$, $z_1=7.721210\times10^{-2}$, $z_2=2.630718\times10^{-3}$, $z_3=1.250651\times10^{-4}$, so $Z_2=\frac12(z_1^2+z_2)=4.296213\times10^{-3}$ and
\begin{equation*}
Z_3=\tfrac13(3.317196+2.031233+1.250651)\times10^{-4}=2.199693\times10^{-4},
\end{equation*}
which the determinants reproduce. The three terms give ring probabilities $0.5027$, $0.3078$, $0.1895$. In units of $10^{-3}E_h$, $e_k=1.96642,\,3.10618,\,4.51364$, hence $E_2=(2z_1^2e_1+z_2e_2)/2Z_2=3.6797$ and
\begin{equation*}
E_3=0.5027(5.6462)+0.3078(5.0726)+0.1895(4.5136)=5.255,
\end{equation*}
or $143.0$ meV. Distinguishable particles have $3e_1=5.899$. In this model the lowering is general: $e_k/k\propto\coth(kP\theta/2)$ decreases with $k$, and $E_N$ is a weighted mean of sums of $e_k$.

Q. What do the bead number and the temperature limits show?

A. Expanding, $P\theta=2P\,\mathrm{arsinh}(\beta\omega/2P)=\beta\omega[1-(\beta\omega)^2/24P^2+\dots]$, and $\cosh(\theta/2)=1+O(P^{-2})$. The energies for $P=4,16,32,\infty$ are $5.130585$, $5.254988$, $5.261501$, $5.263678$, the last ($143.2$ meV) confirmed by the occupation sum. Relative to $P=\infty$ the error is $-2.5\%$ at $P=4$ and $-0.17\%$ at $P=16$, and the errors at 16 and 32 stand in the ratio $3.991$, close to the 4 of a $P^{-2}$ law. Now take $P\to\infty$ first. For $\beta\omega\ll1$, $z_k\to(k\beta\omega)^{-d}$, so $z_2/z_1^2\to(\beta\omega/2)^d$ vanishes, the $k=1$ term dominates and $Z_N\to z_1^N/N!$, the Boltzmann gas with the Gibbs factor. For $\beta\omega\gg1$, $z_k\to\lambda_0^k$ with $\lambda_0=e^{-d\beta\omega/2}$; by induction each term of \eqref{ideal} is $\lambda_0^n$, so $Z_n\to\lambda_0^n$, a given particle sits in a ring of each length with probability $1/N$, and for three bosons in $d=3$ the energy tends to $9\omega/2=4.5\times10^{-3}\,E_h$. At $\beta\omega=2$ the probabilities $0.5024$, $0.3079$, $0.1897$ lie between the limits $(1,0,0)$ and $(\frac13,\frac13,\frac13)$.

\section*{Computed results}
\begin{verbatim}
m = 1000 m_e, omega = 0.001 Eh, beta = 2000 1/Eh, beta*omega = 2
T = 157.89 K, oscillator length = 1.000 bohr
N=3 unrolled weights (ring sizes, low to high label): {(1, 1, 1): '1/6', (2, 1): '1/6', (1, 2): '1/3', (3,): '1/3'}
(a) d=1, P=2, beads (bohr): [[-1.0, -0.5], [0.0, 0.5], [1.0, 0.5]]
m*omega_P^2 = 5.000e-04 Eh/bohr^2
cycles [[1], [2], [3]]: beta*E = 0.7500, exp = 0.472367
cycles [[1], [2, 3]]: beta*E = 0.7500, exp = 0.472367
cycles [[1, 2], [3]]: beta*E = 1.7500, exp = 0.173774
cycles [[1, 2, 3]]: beta*E = 1.7500, exp = 0.173774
cycles [[1, 3, 2]]: beta*E = 2.7500, exp = 0.063928
cycles [[1, 3], [2]]: beta*E = 2.7500, exp = 0.063928
V(1) = 1.250000e-04 Eh, exp(-beta V) = 0.778801, D = -1.250000e-04 Eh
V(2) = 4.399427e-04 Eh, exp(-beta V) = 0.414830, D = -3.844707e-04 Eh
V(3) = 5.649427e-04 Eh, exp(-beta V) = 0.323070, D = -5.094707e-04 Eh
p_k (k=1,2,3) = [0.333333 0.487372 0.179294]
recursion, 1<->2 swapped = 0.150309; mean = 0.236689; W = 0.236689; ratio B/W = 1.3650
spring force on particle 3 bead 2 = 7.701953e-05 Eh/bohr
(b) d=1, P=2, grid 11 points, h = 0.75 bohr, symmetric states 286, points 1771561
pair repulsion g exp(-r^2/2s^2): g = 0.001 Eh, s = 1 bohr
g=0: Z quadrature = 0.0668745, closed form = 0.0668744
Z recursion = 1.423568251e-03, Z diagonalization = 1.423568251e-03
dNP/2beta, <D>, <Ubar> (Eh) = 1.500000e-03, -8.619766e-04, 2.932406e-03
E estimator = 3.570430e-03 Eh (97.16 meV), -dlnZ/dbeta = 3.570430e-03 Eh
<x_l^2> l=1,2,3 (bohr^2) = 0.918522, 0.767811, 0.843166; diagonalization 0.843166
(c) ideal bosons, d=3
P=4: P*theta = 1.979732, z1,z2,z3 = 8.016025e-02, 2.790813e-03, 1.362690e-04
P=4: Z2 = 4.608239e-03, Z3 = 2.431263e-04, independent Z3 = 2.431263e-04
P=4: e1,e2,e3 = 1.92157e-03, 3.02361e-03, 4.38870e-03 Eh; ring prob = [0.5065 0.3067 0.1868]
P=4: E bosons = 5.130585e-03 Eh (139.61 meV), distinguishable = 5.764706e-03 Eh
P=16: P*theta = 1.998700, z1,z2,z3 = 7.721210e-02, 2.630718e-03, 1.250651e-04
P=16: Z2 = 4.296213e-03, Z3 = 2.199693e-04, independent Z3 = 2.199693e-04
P=16: e1,e2,e3 = 1.96642e-03, 3.10618e-03, 4.51364e-03 Eh; ring prob = [0.5027 0.3078 0.1895]
P=16: E bosons = 5.254988e-03 Eh (143.00 meV), distinguishable = 5.899267e-03 Eh
P=32: P*theta = 1.999675, z1,z2,z3 = 7.706402e-02, 2.622752e-03, 1.245152e-04
P=32: Z2 = 4.280808e-03, Z3 = 2.188438e-04, independent Z3 = 2.188438e-04
P=32: e1,e2,e3 = 1.96877e-03, 3.11050e-03, 4.52018e-03 Eh; ring prob = [0.5025 0.3079 0.1897]
P=32: E bosons = 5.261501e-03 Eh (143.17 meV), distinguishable = 5.906306e-03 Eh
P=inf: P*theta = 2.000000, z1,z2,z3 = 7.701465e-02, 2.620098e-03, 1.243321e-04
P=inf: Z2 = 4.275677e-03, Z3 = 2.184692e-04, independent Z3 = 2.184692e-04
P=inf: e1,e2,e3 = 1.96955e-03, 3.11194e-03, 4.52236e-03 Eh; ring prob = [0.5024 0.3079 0.1897]
P=inf: E bosons = 5.263678e-03 Eh (143.23 meV), distinguishable = 5.908659e-03 Eh
energy error ratio P=16 / P=32 = 3.9910
ground-state energy 9*omega/2 = 4.5000e-03 Eh
\end{verbatim}
